\section*{Plane-wave cutoffs for a 1s cusp and a PAW pseudo function}

\section{What the nucleus does to a Fourier series}

\noindent\textbf{Q.} I am told that the projector augmented-wave (PAW) method makes plane waves affordable because it removes a cusp. What is this cusp?

\noindent\textbf{A.} It is the kink of an $s$ orbital at a point nucleus. In a many-electron atom PAW also smooths away the nodes of valence orbitals near the nucleus; only the cusp is treated here. I use hartree atomic units and nonrelativistic quantum mechanics. For nuclear charge $Z$ the radial equation is
\begin{equation}
-\frac12\left(\phi''+\frac{2}{r}\phi'\right)-\frac{Z}{r}\phi=E\phi .
\end{equation}
As $r\to0$ the terms in $1/r$ must cancel among themselves, since nothing else diverges. Hence $-\phi'(0)-Z\phi(0)=0$, or
\begin{equation}
\phi'(0)=-Z\phi(0).
\label{cusp}
\end{equation}
Along a line through the nucleus the slope jumps from $+Z\phi(0)$ to $-Z\phi(0)$. For the 1s orbital,
\begin{equation}
\phi(r)=N e^{-Zr},\qquad N=\sqrt{Z^3/\pi}.
\end{equation}

\noindent\textbf{Q.} How does a kink at one point affect the plane waves?

\noindent\textbf{A.} It sets how slowly the Fourier coefficients die out. For a spherical function $f(r)$ the angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/(qr)$, so
\begin{equation}
F(q)=\int f\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r
=\frac{4\pi}{q}\int_0^\infty u(r)\sin(qr)\,dr,\qquad u=rf .
\label{ft}
\end{equation}
Write $\sin(qr)=\operatorname{Im}e^{iqr}$ and integrate by parts repeatedly on an interval where $u$ is smooth. Each step differentiates $u$, divides by $iq$ and changes the sign. The boundary term with $k$ derivatives therefore has the factor $(-1)^k/(iq)^{k+1}$. Since $1/i=-i$, this equals $-(i/q)^{k+1}$, and
\begin{equation}
\int_a^b u\,e^{iqr}dr\sim-\sum_{k\ge0}\left(\frac{i}{q}\right)^{k+1}
\left[u^{(k)}(r)\,e^{iqr}\right]_a^b .
\label{parts}
\end{equation}
The sign $\sim$ means an expansion for large $q$: after any number of terms, the remainder is of the order of the next power of $1/q$.

For an orbital that is smooth for $r>0$ and decays at infinity, only the lower limit $r=0$ contributes. Its minus sign cancels the one in front. Odd $k$ gives real terms, which have no imaginary part, so
\begin{equation}
\int_0^\infty u\sin(qr)\,dr\sim\frac{u(0)}{q}-\frac{u''(0)}{q^3}+\frac{u''''(0)}{q^5}-\dots
\label{origin}
\end{equation}
Here $u(0)=0$ because $u=rf$. From $u''=2f'+rf''$ we get $u''(0)=2f'(0)$. With Eq.~(\ref{cusp}) the integral begins with $2Z\phi(0)/q^3$, and
\begin{equation}
F(q)\to\frac{8\pi Z\phi(0)}{q^4}.
\label{q4}
\end{equation}

\noindent\textbf{Q.} Can this be checked against a closed form?

\noindent\textbf{A.} For 1s it can:
\begin{align}
\int_0^\infty re^{-Zr}\sin(qr)\,dr
&=\operatorname{Im}\frac{1}{(Z-iq)^2}
=\operatorname{Im}\frac{(Z+iq)^2}{(Z^2+q^2)^2}
=\frac{2Zq}{(Z^2+q^2)^2},\\
F(q)&=\frac{8\pi ZN}{(q^2+Z^2)^2}.
\end{align}
For $q\gg Z$ this is Eq.~(\ref{q4}). The law is not special to 1s: numerical transforms of hydrogen 1s and 2s at $q=40$ bohr$^{-1}$ agree with it to about 0.1\%. A valence $s$ orbital has the same tail, scaled by its value at the nucleus, under two conditions. The first is $q\gg Z$: for hydrogen-like 1s, 2s and 3s orbitals with $Z=14$ the transform at $q=40$ bohr$^{-1}$ is only 0.79, 0.89 and 0.90 of the law. The second is that the rest of the potential stays finite at the nucleus. A gradient-corrected functional adds a small $1/r$ term of its own; for PBE and a hydrogen-like 1s$^2$ density it shifts the effective $Z$ by about 0.02 to 0.03 for $Z=2$ to 14.

\section{The pseudo function}

\noindent\textbf{Q.} What does PAW put in place of the cusp?

\noindent\textbf{A.} It writes the true orbital as a linear transformation of a smoother one,
\begin{equation}
\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle\tilde p_i|\tilde\psi\rangle .
\label{paw}
\end{equation}
The partial waves $\phi_i$ carry the true behaviour near the nucleus. The pseudo partial waves $\tilde\phi_i$ equal them beyond a matching radius $r_c$, and the projectors $\tilde p_i$ obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. Each difference $\phi_i-\tilde\phi_i$ vanishes outside its sphere and is handled on a radial grid, where a cusp costs little. Plane waves represent $\tilde\psi$ alone.

Take one partial wave, the 1s orbital itself. If $\tilde\psi=\tilde\phi$, the projector coefficient is 1 and Eq.~(\ref{paw}) returns $\phi$. The question is then how fast the coefficients of $\tilde\phi$ decay.

\noindent\textbf{Q.} The cusp is gone, so why is there still a power law?

\noindent\textbf{A.} Because the two pieces of $\tilde\phi$ are joined at $r_c$ with finite smoothness. Suppose that the value and the first $n$ derivatives agree there, while derivative $n+1$ jumps by
\begin{equation}
D_n=\phi^{(n+1)}(r_c)-\tilde\phi_{\rm in}^{(n+1)}(r_c).
\end{equation}
Suppose also that the inner piece is a smooth even function of $r$. Then $u=r\tilde\phi$ is odd, its even derivatives vanish at the origin, and every term of Eq.~(\ref{origin}) is zero.

What remains comes from $r_c$, which is the upper limit of the inner integral and the lower limit of the outer one. By Eq.~(\ref{parts}) the two contributions combine into $(i/q)^{k+1}e^{iqr_c}$ times the jump of $u^{(k)}$, outside minus inside. The product rule gives
\begin{equation}
u^{(n+1)}=r\tilde\phi^{(n+1)}+(n+1)\tilde\phi^{(n)} .
\end{equation}
The second term is continuous, so the first nonzero jump is $r_cD_n$, at $k=n+1$. A factor $i^{n+2}$ shifts the phase by $(n+2)\pi/2$. Including the $4\pi/q$ of Eq.~(\ref{ft}),
\begin{equation}
\tilde F(q)\to\frac{4\pi r_cD_n}{q^{n+3}}
\sin\theta,\qquad \theta=qr_c+\frac{(n+2)\pi}{2}.
\label{match}
\end{equation}
The power $q^{-(n+3)}$ describes the envelope of an oscillation. Powers measured between two maxima of the sine, near $q=70$ and $145$ bohr$^{-1}$, lie within 0.02 of $n+3$ for $n=0$ to 4.

\noindent\textbf{Q.} With $n=1$ that is $q^{-4}$ again. Have I gained anything?

\noindent\textbf{A.} Not in the power. With only value and slope matched, any saving must come from a smaller prefactor. A faster power needs $n\ge2$. With $n=0$ the kink at $r_c$ gives $q^{-3}$, a slower decay than that of the cusp.

\noindent\textbf{Q.} Does the inner piece really have to be even?

\noindent\textbf{A.} It must at least have no linear term. If $\tilde\phi'(0)\ne0$, Eq.~(\ref{origin}) returns a tail $-8\pi\tilde\phi'(0)/q^4$, however well the function is matched at $r_c$. A cubic in $r$ matched through three derivatives was tested, and its tail follows this $q^{-4}$ law instead of $q^{-6}$. Higher odd terms matter when more derivatives are matched. A term in $r^3$ gives $u''''(0)=4\tilde\phi'''(0)$ and hence a tail $16\pi\tilde\phi'''(0)/q^6$, which dominates Eq.~(\ref{match}) at large $q$ for $n\ge4$.

\section{From decay to cutoff}

\noindent\textbf{Q.} I set a cutoff energy, not a power. How do I translate?

\noindent\textbf{A.} Keep plane waves up to $q_c$, so that $E_{\rm cut}=q_c^2/2$, and ask how much kinetic energy is lost. By Parseval's theorem,
\begin{equation}
T=\frac12\int|\nabla f|^2d^3r
=\frac12\int\frac{d^3q}{(2\pi)^3}\,q^2F^2
=\frac{1}{4\pi^2}\int_0^\infty q^4F^2\,dq .
\end{equation}
The part beyond $q_c$ is the missing energy $T_{\rm miss}$. For the true 1s orbital, Eq.~(\ref{q4}) and $N^2=Z^3/\pi$ give
\begin{equation}
T_{\rm miss}\to\frac{64\pi^2Z^2N^2}{4\pi^2}\int_{q_c}^\infty\frac{dq}{q^4}
=\frac{16Z^5}{3\pi q_c^3}.
\label{taile}
\end{equation}
For the pseudo function, replace $\sin^2\theta$ by its mean, $1/2$:
\begin{equation}
\tilde T_{\rm miss}\to\frac{16\pi^2r_c^2D_n^2}{4\pi^2}\cdot\frac12
\int_{q_c}^\infty\frac{dq}{q^{2n+2}}
=\frac{2r_c^2D_n^2}{(2n+1)\,q_c^{2n+1}} .
\label{tailp}
\end{equation}
At a tolerance $\varepsilon$ the cutoff wavevector thus grows as $\varepsilon^{-1/3}$ for the cusp and as $\varepsilon^{-1/(2n+1)}$ for the pseudo function, once $q_c$ is large enough for these leading terms.

This criterion measures the truncation of a given function. It is not a self-consistent total-energy convergence study.

\noindent\textbf{Q.} Equation~(\ref{tailp}) needs $D_n$. Where does it come from?

\noindent\textbf{A.} From the chosen inner function. The simplest even choice is a polynomial of degree $n$ in $s=r^2$. Near $r_c>0$ the map from $r$ to $s$ is smooth and invertible, so matching $n$ derivatives in $r$ is the same as matching $n$ derivatives in $s$. The inner function is therefore the Taylor polynomial of $\phi(\sqrt s)$ about $s=r_c^2$. If $g_k$ are the Taylor coefficients, the leading mismatch is
\begin{equation}
\phi-\tilde\phi_{\rm in}\approx g_{n+1}(r^2-r_c^2)^{n+1}
\approx g_{n+1}(2r_c)^{n+1}(r-r_c)^{n+1},
\end{equation}
because $r^2-r_c^2=(r-r_c)(r+r_c)$. Differentiating $n+1$ times gives
\begin{equation}
D_n=(n+1)!\,(2r_c)^{n+1}g_{n+1}.
\end{equation}

Take hydrogen, $Z=1$, with $r_c=1$ bohr and $n=1$. The inner function $a+br^2$ has slope $2b$ at $r_c$, which must equal $\phi'(1)=-\phi(1)$. Its second derivative is then $2b=-\phi(1)$, while the true one is $+\phi(1)$. Hence $D_1=2\phi(1)=2(0.5642)e^{-1}=0.415$ in atomic units. The next jumps are $D_2=-1.453$, $D_3=7.680$ and $D_4=-55.21$.

\section{Hydrogen in numbers}

\noindent\textbf{Q.} What cutoffs result?

\noindent\textbf{A.} At $\varepsilon=10^{-4}$ hartree, Eq.~(\ref{taile}) gives for the true orbital
\begin{equation}
q_c\approx\left(\frac{16}{3\pi\times10^{-4}}\right)^{1/3}
=25.7\ \text{bohr}^{-1}.
\end{equation}
For $n=2$, Eq.~(\ref{tailp}) gives
\begin{equation}
q_c\approx\left(\frac{2(1.453)^2}{5\times10^{-4}}\right)^{1/5}
=6.1\ \text{bohr}^{-1}.
\end{equation}
The cutoffs computed from the full transforms, in bohr$^{-1}$, are:
\begin{center}
\begin{tabular}{lrrr}
$\varepsilon$ (hartree) & $10^{-3}$ & $10^{-4}$ & $10^{-5}$\\
true 1s & 11.86 & 25.67 & 55.36\\
$n=1$ & 5.53 & 10.09 & 22.30\\
$n=2$ & 4.17 & 6.77 & 10.23\\
$n=3$ & 4.70 & 5.64 & 8.33\\
$n=4$ & 5.16 & 6.27 & 7.15\\
$n=10$ & 6.85 & 8.97 & 10.68\\
$n=40$ & 9.47 & 14.22 & 18.51
\end{tabular}
\end{center}
At $10^{-4}$ hartree the true orbital needs $E_{\rm cut}=25.67^2/2=329.5$ hartree, or 8965 eV. With $n=2$ this falls to 22.9 hartree, or 623 eV, a factor of 14.4.

The number of plane waves falls further. In a periodic box of volume $V$ each allowed wavevector occupies $(2\pi)^3/V$, so their number is about
\begin{equation}
\frac{4\pi q_c^3/3}{(2\pi)^3/V}=\frac{Vq_c^3}{6\pi^2}.
\end{equation}
In a cubic box of side 10 bohr an explicit count gives 285\,809 waves for the true orbital and 5257 for $n=2$, a ratio of 54.

\noindent\textbf{Q.} And $n=1$, which had the same power as the cusp?

\noindent\textbf{A.} It shows a saving by prefactor alone. Its cutoff is 2.5 times lower at $10^{-4}$ hartree, but tightening to $10^{-5}$ multiplies it by 2.21, much as for the true orbital, 2.16. The common leading law predicts $10^{1/3}=2.15$. For $n=2$ the factor is 1.51, so its advantage widens as the demand tightens.

\noindent\textbf{Q.} The formula gave 6.1 for $n=2$ and the table says 6.77. Why?

\noindent\textbf{A.} At such a small $q_c$ the leading average is crude. Use $\sin^2\theta=(1-\cos2\theta)/2$ and integrate the cosine by parts once. The result of Eq.~(\ref{tailp}) is then multiplied by
\begin{equation}
1+\frac{(2n+1)\sin2\theta_c}{2r_cq_c},
\label{osc}
\end{equation}
where $\theta_c$ is $\theta$ at the cutoff. At $q_c=6.77$ Eq.~(\ref{tailp}) gives $0.59\times10^{-4}$ hartree, and the factor 1.31 raises this to $0.78\times10^{-4}$. Terms of higher order in $1/q_c$ account for the rest, with opposite signs. Further integrations by parts lower the estimate to $0.70\times10^{-4}$, and the terms that Eq.~(\ref{match}) omits supply the remaining $0.30\times10^{-4}$. At $q_c=16\pi=50.27$ bohr$^{-1}$, where $\sin2\theta_c=0$ and the correction in Eq.~(\ref{osc}) vanishes, Eq.~(\ref{tailp}) holds to about 1\% for $n=1$, 2 and 3. At neighbouring cutoffs that correction reaches $(2n+1)/(2r_cq_c)$ of the leading result, about 3\%, 5\% and 7\%.

\section{How smooth is smooth enough?}

\noindent\textbf{Q.} A larger $n$ gives a faster power. Why does the table get worse towards the bottom?

\noindent\textbf{A.} The power competes with the jump, which grows quickly with $n$. Equating Eq.~(\ref{tailp}) for $n$ and $n+1$ gives a leading-order estimate of the wavevector beyond which the extra derivative pays:
\begin{equation}
q_\times=\sqrt{\frac{2n+1}{2n+3}}\;\left|\frac{D_{n+1}}{D_n}\right| .
\end{equation}
From $n=2$ to 3 this is $\sqrt{5/7}\,(7.680/1.453)=4.5$ bohr$^{-1}$. From 3 to 4 it is $\sqrt{7/9}\,(55.21/7.680)=6.3$ bohr$^{-1}$. The full tails cross somewhat later, at 5.4 bohr$^{-1}$ for $n=2$ and 3. For $n=3$ and 4 the oscillation makes them cross three times, at 6.8, 9.1 and 9.6 bohr$^{-1}$. The estimates give the trend of the table, where the best listed $n$ is 2 at $10^{-3}$, 3 at $10^{-4}$ and 4 at $10^{-5}$ hartree.

There is also a limit behind the trend. The function $e^{-Z\sqrt s}$ is singular at $s=0$, at distance $r_c^2$ from the expansion point. Its Taylor series therefore converges to the true orbital for $0<r\le r_c$. As $n$ grows, this polynomial rebuilds the cusp that it was meant to remove, and at $10^{-4}$ hartree the cutoff has climbed back to 14.2 bohr$^{-1}$ by $n=40$. This belongs to the minimal polynomial. An inner function with further free coefficients can use them to reduce its large-$q$ content instead.

\noindent\textbf{Q.} Can I simply enlarge $r_c$?

\noindent\textbf{A.} That helps on the whole, but not at every step. For $n=2$ and $10^{-4}$ hartree the cutoffs are 6.83, 6.77 and 5.61 bohr$^{-1}$ at $r_c=0.7$, 1.0 and 1.3 bohr. Between the first two the cutoff is not monotonic: it falls to 6.56 at $r_c=0.8$ and rises to 7.17 bohr$^{-1}$ at 0.9. The oscillation contributes to the small first step: the correction in Eq.~(\ref{osc}) is about $+0.31$ at $r_c=1.0$ but $-0.07$ at 0.7, so it raises the tail at the larger radius. In a molecule the spheres of neighbouring atoms should not overlap, which limits $r_c$.

\noindent\textbf{Q.} What happens for a heavier nucleus?

\noindent\textbf{A.} For a true 1s orbital at fixed absolute tolerance, Eq.~(\ref{taile}) gives $q_c\propto Z^{5/3}$ and $E_{\rm cut}\propto Z^{10/3}$. In this one-electron model with $Z=6$, the $10^{-4}$ hartree cutoff is 509 bohr$^{-1}$, or about $1.3\times10^5$ hartree. The ratio to the hydrogen wavevector is 19.8, as $6^{5/3}$ predicts.

\noindent\textbf{Q.} Have we saved plane waves by throwing away the physics near the nucleus?

\noindent\textbf{A.} No, it has moved to the radial grid. Outside $r_c$ the two functions coincide, so their kinetic energies differ by a sphere integral,
\begin{equation}
T-\tilde T=2\pi\int_0^{r_c}r^2\left(\phi'^2-\tilde\phi'^2\right)dr .
\end{equation}
For $n=2$ the plane-wave part, summed to high $q$, is 0.43028 hartree and the sphere correction is 0.06972 hartree. Their sum is 0.50000 hartree. That is the hydrogen value: $|\phi'|=Z\phi$ and normalization give $T=Z^2/2$.

Two limits apply. The pseudo function does not have the norm of the true one; PAW accounts for this through an overlap operator. I have also held the projector coefficient at 1. In a real calculation a truncated $\tilde\psi$ changes $\langle\tilde p|\tilde\psi\rangle$. For simple model projectors, such as $\tilde p\propto(1-r^2/r_c^2)^2$, at the $n=2$ cutoff for $10^{-4}$ hartree, the coefficient shifts by a few parts in $10^4$. That moves the sphere correction by 0.2 to $0.9\times10^{-4}$ hartree, comparable with the tolerance itself, so the projectors must be converged as well. The numerical check tests the decay laws, the energy tails and this kinetic-energy sum.

\section*{Table of computed values}
\begin{verbatim}
Z = 1, rc = 1.0 bohr, box side = 10 bohr
1s value at nucleus = 0.5642 bohr^-3/2
1s: F / cusp law at q=40 bohr^-1 = 0.9988
2s: F / cusp law at q=40 bohr^-1 = 0.9994
decay: n, jump D (a.u.), measured power, F / law at q near 150
  n=0  D=  -0.2076  power=3.000  ratio=1.0001
  n=1  D=   0.4151  power=4.000  ratio=1.0001
  n=2  D=  -1.4529  power=4.999  ratio=0.9998
  n=3  D=   7.6795  power=5.996  ratio=0.9991
  n=4  D= -55.2093  power=6.987  ratio=0.9974
interior with linear term: F / q^-4 law = 1.0000
missing kinetic energy / law at qc = 50.27 bohr^-1:
  1s 0.9991, n=1 1.0004, n=2 1.0105, n=3 0.9907
cutoff qc (bohr^-1) for missing energy 1e-3, 1e-4, 1e-5 hartree
  true 1s   11.86   25.67   55.36
  n=1        5.53   10.09   22.30
  n=2        4.17    6.77   10.23
  n=3        4.70    5.64    8.33
  n=4        5.16    6.27    7.15
  n=6        5.88    7.36    8.48
  n=10       6.85    8.97   10.68
  n=20       8.21   11.45   14.24
  n=40       9.47   14.22   18.51
growth of qc when tolerance goes from 1e-4 to 1e-5 hartree
  true 1s 2.156, n=1 2.210, n=2 1.511, n=3 1.477
at 1e-4 hartree: cutoff energy and plane waves in the box
  true 1s 329.5 hartree = 8965 eV, 285809 waves
  n=1 50.9 hartree = 1385 eV, 17269 waves
  n=2 22.9 hartree = 623 eV, 5257 waves
  n=3 15.9 hartree = 433 eV, 2969 waves
true/pseudo n=2: energy ratio 14.4, wave ratio 54.4
n=2, 1e-4 hartree: qc (bohr^-1) against rc (bohr)
  rc=0.7  qc=6.83
  rc=1.0  qc=6.77
  rc=1.3  qc=5.61
Z=6 true 1s, 1e-4 hartree: qc = 509.1 bohr^-1
  E_cut = 129602 hartree
  qc ratio to Z=1: 19.83; 6^(5/3) = 19.81
n=2 pseudo kinetic energy = 0.430280 hartree
n=2 sphere correction = 0.069720 hartree
sum = 0.500000 hartree
\end{verbatim}
